\section*{Longitudinal and transverse phonons: a permittivity relation without mode pairing, part 2}

The permittivity $\epsilon(\omega)$ of a dielectric is to be found from its transverse and longitudinal phonon frequencies. With several polar modes, one may ask which longitudinal mode belongs to which transverse one, and whether the choice matters.

The crystal is cubic, insulating, harmonic and stable, and its strain is held at zero. Damping and retardation are neglected at first. Fields vary as $e^{-i\omega t}$. The vacuum permittivity is $\epsilon_{\rm v}$; all other permittivities are relative. The constant $\epsilon_\infty$ is the electronic permittivity, $V$ the volume of the primitive cell, $e$ the elementary charge, $\mu_0$ the vacuum permeability and $c$ the speed of light. $\mathbf E$ is the macroscopic field, $\mathbf P$ the polarization and $\mathbf F=\epsilon_{\rm v}\mathbf E+\mathbf P$ the displacement field; $\perp$ marks parts normal to the wavevector, whose magnitude is $q$.

The $N$ distinct transverse frequencies of the modes that carry a dipole are $0<\omega_{T1}<\dots<\omega_{TN}$, and the longitudinal ones are $\omega_{L1}\le\dots\le\omega_{LN}$. The mode strength $\Omega_j>0$ is the cell dipole per unit mass-weighted coordinate of transverse pattern $j$, divided by $\sqrt{\epsilon_{\rm v}V}$. It was shown that
\begin{equation}
\epsilon(\omega)=\epsilon_\infty+\sum_j\frac{\Omega_j^2}{\omega_{Tj}^2-\omega^2}
=\epsilon_\infty\prod_j\frac{\omega_{Lj}^2-\omega^2}{\omega_{Tj}^2-\omega^2},
\label{recall}
\end{equation}
and at zero frequency
\begin{equation}
\frac{\prod_j\omega_{Lj}^2}{\prod_j\omega_{Tj}^2}=\frac{\epsilon(0)}{\epsilon_\infty}.
\label{main}
\end{equation}
Neither result depends on how the modes are paired.

The squared longitudinal frequencies are the eigenvalues of $L_{jk}=\omega_{Tj}^2\delta_{jk}+\Omega_j\Omega_k/\epsilon_\infty$. The components $c_j$ of an eigenvector are the amplitudes of the transverse patterns in that longitudinal mode. The second term of $L$ comes from the longitudinal field; it stiffens the lattice and mixes the patterns.

\subsection{Two ways to pair the modes}

\textbf{Proposition 1 (order).} The frequencies alternate: $\omega_{T1}<\omega_{L1}<\omega_{T2}<\omega_{L2}<\dots<\omega_{TN}<\omega_{LN}$.

\textbf{Proof.} Regard $\epsilon$ as a function of $x=\omega^2$. Its derivative $\sum_j\Omega_j^2/(\omega_{Tj}^2-x)^2$ is positive. Between two neighbouring poles $\epsilon$ therefore rises from $-\infty$ to $+\infty$ and crosses zero once. Above the last pole it rises from $-\infty$ to $\epsilon_\infty>0$ and crosses zero once. These are $N$ zeros, and by (\ref{recall}) there are no others. $\square$

Now multiply the second term of $L$ by a number $\lambda$ that grows from 0 to 1, so that the longitudinal field is switched on gradually. For $\lambda>0$ the proposition holds with $\Omega_j^2$ replaced by $\lambda\Omega_j^2$, so each longitudinal frequency starts at $\omega_{Tj}$ and stays below $\omega_{T,j+1}$. Following the modes in this way pairs them by rank: first with first, second with second.

\textbf{Proposition 2 (composition).} The longitudinal mode $l$ contains the transverse pattern $j$ with amplitude
\begin{equation}
c_j\propto\frac{\Omega_j}{\omega_{Ll}^2-\omega_{Tj}^2}.
\label{mix}
\end{equation}

\textbf{Proof.} The eigenvalue equation $\sum_kL_{jk}c_k=\omega_{Ll}^2c_j$ reads
\begin{equation}
(\omega_{Ll}^2-\omega_{Tj}^2)\,c_j=\frac{\Omega_j}{\epsilon_\infty}\sum_k\Omega_kc_k .
\end{equation}
The sum on the right is the same for all $j$. The bracket on the left is not zero by Proposition 1, so one may divide by it. $\square$

A second way to pair is thus to give each longitudinal mode the transverse pattern with the largest weight $c_j^2$, provided that no pattern is chosen twice. This asks which atoms move against which, while pairing by rank asks where a mode comes from when the field is switched on. The two questions can have different answers.

\subsection{The strength of one mode needs all frequencies}

Multiply (\ref{recall}) by $\omega_{Tj}^2-\omega^2$ and let $\omega$ tend to $\omega_{Tj}$. In the sum the term $\Omega_j^2$ survives; in the product the factor that would diverge is cancelled. This gives
\begin{equation}
\Omega_j^2=\epsilon_\infty\,(\omega_{Lj}^2-\omega_{Tj}^2)\prod_{k\ne j}\frac{\omega_{Lk}^2-\omega_{Tj}^2}{\omega_{Tk}^2-\omega_{Tj}^2}.
\label{strength}
\end{equation}
The contribution of the mode to the static permittivity is $\Delta\epsilon_j=\Omega_j^2/\omega_{Tj}^2$. For $N=1$ the last product is absent, and the pair of frequencies suffices. For several modes, dropping the last product is justified when each other pair $\omega_{Lk},\omega_{Tk}$ is split by little compared with its distance from $\omega_{Tj}$.

\subsection{Worked example: a perovskite dielectric}

The parameters lie in the regime of strontium titanate near room temperature and are rough typical values. The lattice constant is 0.39 nm and $\epsilon_\infty=5.2$. In a cubic perovskite, reflection in a plane normal to a cubic axis maps each atom to itself up to a lattice vector, so motions along $x$, $y$ and $z$ do not mix. For one axis there are five coordinates: strontium, titanium, the oxygen on the Ti--O line along that axis, and two side oxygens. Their charges are $2.5$, $7.2$, $-5.7$, $-2.0$ and $-2.0$ in units of $e$, which sum to zero. The masses are 87.6, 47.9 and three times 16.0 u.

The three polar patterns are idealized, and their transverse frequencies are set as follows:
\begin{itemize}
\item mode 1, titanium against the three oxygens, 90 cm$^{-1}$;
\item mode 2, strontium against all other atoms, 175 cm$^{-1}$;
\item mode 3, the axis oxygen against the side oxygens, 545 cm$^{-1}$.
\end{itemize}
In a fourth pattern the two side oxygens move oppositely. Their dipoles cancel, and the mode is silent. In the real crystal the polar patterns are mixtures of these three.

Each pattern is a relative motion of two groups with masses $M_a$ and $M_b$. If their distance changes by $x$ at fixed centre of mass, group $a$ moves by $xM_b/(M_a+M_b)$ and group $b$ by $-xM_a/(M_a+M_b)$. The kinetic energy is $\tfrac12\mu\dot x^2$ with $\mu=M_aM_b/(M_a+M_b)$, and the dipole is $ezx$ with
\begin{equation}
z=\frac{Z_aM_b-Z_bM_a}{M_a+M_b}.
\end{equation}
The mass-weighted coordinate is $\sqrt\mu\,x$, so $\Omega^2=Cz^2/\mu$. For frequencies written as wavenumbers and masses in u, the constant $e^2/(\epsilon_{\rm v}V)$ becomes $C=8.295\times10^5$ u cm$^{-2}$. For mode 1,
\begin{align}
\mu&=\frac{47.9\times48.0}{95.9}=23.975\ {\rm u},\\
z&=\frac{7.2\times48.0+9.7\times47.9}{95.9}=8.4487,\\
\Omega_1&=\sqrt{8.295\times10^5\times\frac{8.4487^2}{23.975}}\approx1571.5\ {\rm cm^{-1}}.
\end{align}
The same steps give $\Omega_2=336.5$ and $\Omega_3=687.9$ cm$^{-1}$. The contributions $\Omega_j^2/\omega_{Tj}^2$ are 304.9, 3.7 and 1.6, so
\begin{equation}
\epsilon(0)=5.2+304.9+3.7+1.6=315.4,\qquad \frac{\epsilon(0)}{\epsilon_\infty}=60.65 .
\end{equation}
A balance of static forces, in which no mass enters, gives the same 315.4.

Diagonalizing $L$ gives longitudinal frequencies of 172.0, 475.8 and 817.0 cm$^{-1}$, or 21.3, 59.0 and 101.3 meV. The rank pairing yields
\begin{equation}
\Big(\frac{172.0}{90}\Big)^2\Big(\frac{475.8}{175}\Big)^2\Big(\frac{817.0}{545}\Big)^2
=3.651\times7.391\times2.247=60.65 .
\end{equation}

The compositions tell another story. For the highest mode, (\ref{mix}) gives amplitudes in the ratio
\begin{equation}
\frac{1571.5}{817.0^2-90^2}:\frac{336.5}{817.0^2-175^2}:\frac{687.9}{817.0^2-545^2}
=2.38:0.53:1.86 ,
\end{equation}
and after squaring and normalizing, weights of 0.60, 0.03 and 0.37. The highest longitudinal mode therefore resembles most the lowest transverse one. The lowest longitudinal mode has weight 0.95 on mode 2, and the middle one has weight 0.63 on mode 3. Pairing by composition gives
\begin{equation}
\Big(\frac{172.0}{175}\Big)^2\Big(\frac{475.8}{545}\Big)^2\Big(\frac{817.0}{90}\Big)^2
=0.966\times0.762\times82.41=60.65 .
\end{equation}

Two of these ratios are below one, although the longitudinal field stiffens the lattice. Proposition 1 explains this: $\omega_{L1}$ must lie below $\omega_{T2}$, and $\omega_{L2}$ below $\omega_{T3}$, whatever the modes resemble. The diagonal elements of $L$ show how the resemblance arises. Their roots $(\omega_{Tj}^2+\Omega_j^2/\epsilon_\infty)^{1/2}$ are 695, 229 and 623 cm$^{-1}$ for modes 1, 2 and 3. The strong field of mode 1 lifts it above the other two before the patterns are allowed to mix.

The cost of using one pair for one mode is large here. Formula (\ref{strength}) gives for mode 1
\begin{equation}
\Delta\epsilon_1=5.2\times2.651\times\frac{475.8^2-90^2}{175^2-90^2}\times\frac{817.0^2-90^2}{545^2-90^2}\approx305 .
\end{equation}
The single-pair expression $\epsilon_\infty(\omega_L^2/\omega_T^2-1)$ gives 14 with the rank partner and 423 with the partner by composition. Neither is the strength of the mode.

The role of the masses can be seen by replacing them with fictitious values of 40, 90 and 25 u for strontium, titanium and oxygen, with force constants, charges, volume and $\epsilon_\infty$ held fixed. The rank ratios become 7.994, 3.361 and 2.257. Their product is again 60.65.

\subsection{Damping}

Let each oscillator have a friction constant $\gamma_j$, so that with the time factor $e^{-i\omega t}$ its denominator is $\omega_{Tj}^2-\omega^2-i\gamma_j\omega$. Over a common denominator, $\epsilon/\epsilon_\infty$ is a ratio of two polynomials of degree $2N$. Both have leading coefficient $(-1)^N$, since $\epsilon\to\epsilon_\infty$ at high frequency. With zeros $w_n$ and poles $p_n$,
\begin{equation}
\frac{\epsilon(0)}{\epsilon_\infty}=\frac{\prod_{n=1}^{2N}(-w_n)}{\prod_{n=1}^{2N}(-p_n)}=\frac{\prod_n|w_n|}{\prod_n|p_n|}.
\end{equation}
The last step holds because the left side is real and positive. Friction does not act at zero frequency, so $\epsilon(0)$ is unchanged. The relation thus survives for the moduli of complex frequencies.

It does not hold for peak positions. With rough widths of 20, 5 and 20 cm$^{-1}$ in the example, the peaks of ${\rm Im}\,\epsilon$ lie at 89.4, 175.0 and 544.9 cm$^{-1}$, and those of ${\rm Im}(-1/\epsilon)$ at 171.6, 475.7 and 817.0 cm$^{-1}$. Their product of squared ratios is 61.2, which is 0.8\% above $\epsilon(0)/\epsilon_\infty$. The largest single change comes from the soft mode, whose reading raises the product by the factor $(90/89.445)^2=1.012$. The reading of the lowest longitudinal mode offsets part of this, with the factor $(171.61/171.98)^2=0.996$.

\subsection{Retardation}

A transverse wave that carries its electromagnetic field obeys $\epsilon(\omega)=c^2q^2/\omega^2$, which follows from $q^2\mathbf E_\perp=\mu_0\omega^2\mathbf F_\perp$ with $\mathbf F_\perp=\epsilon_{\rm v}\epsilon\mathbf E_\perp$. Take $q$ at one percent of the zone boundary $\pi/a$, where $a$ is the lattice constant. Then $q/2\pi=1.28\times10^5$ cm$^{-1}$, and at 90 cm$^{-1}$ the right side is $2.0\times10^6$. So large a permittivity occurs close to the pole. If the frequency lies a relative amount $\delta$ below $\omega_{T1}$, then $\epsilon\approx\Delta\epsilon_1/2\delta$, and
\begin{equation}
\delta\approx\frac{304.9}{2\times2.03\times10^6}=7.5\times10^{-5}.
\end{equation}
Neglecting retardation is justified at this wavevector.

\subsection{Temperature and bias}

The theorem relates quantities of one state of the crystal. When that state changes, frequencies and permittivity must be taken together. Suppose the soft mode alone changes, at fixed $\Omega_j$ and $\epsilon_\infty$. Differentiating $\omega_{Ll}^2=\sum_{jk}c_jL_{jk}c_k$ for a normalized eigenvector gives
\begin{equation}
\frac{\partial\omega_{Ll}^2}{\partial\omega_{T1}^2}=c_1^2 ,
\label{shift}
\end{equation}
because changes of $c$ at fixed norm do not alter the eigenvalue to first order.

For operation at 400 K instead of 300 K, let $\omega_{T1}^2$ grow in proportion to $T-40$ K, a rough Curie--Weiss law. Then $\omega_{T1}=90\sqrt{360/260}=105.9$ cm$^{-1}$, and $\epsilon(0)$ falls from 315 to 231, by 27\%. The squared soft frequency has grown by 3115 cm$^{-2}$, so (\ref{shift}) predicts for the highest longitudinal mode a rise of $0.604\times3115/(2\times817)=1.2$ cm$^{-1}$. Full diagonalization gives the same: 818.2 against 817.0 cm$^{-1}$. The static permittivity thus follows the soft transverse mode, while the longitudinal energies hardly move.

A bias acts in a similar way. Let 0.5 V lie across 10 nm, a field of 0.5 MV/cm, and let
\begin{equation}
E=\frac{P}{\epsilon_{\rm v}[\epsilon(0)-1]}+\beta P^3,\qquad \beta=7\times10^9\ {\rm V\,m^5\,C^{-3}},
\end{equation}
with a rough value of $\beta$. The cubic term in the field comes from a quartic term $\beta P^4/4$ in the energy density. The solution is $P=11.2$ $\mu$C/cm$^2$. The slope $dE/dP$ is increased by $3\beta P^2$, and the small-signal permittivity becomes 183, which is 42\% below the unbiased value. If all the stiffening is assigned to the soft mode, $\omega_{T1}$ rises to 119.8 cm$^{-1}$, and the product of ratios with the new longitudinal frequencies is 35.1, equal to the new $\epsilon(0)/\epsilon_\infty$. This assignment is a simplification. If the quartic energy acts on the total polarization at all frequencies, the permittivity is again 183, but $\omega_{T1}$ is 117.0 cm$^{-1}$, the other transverse modes rise by about 1 cm$^{-1}$, the longitudinal ones by less than 0.2 cm$^{-1}$, $\epsilon_\infty$ falls to 5.16, and the product is 35.4, again equal to $\epsilon(0)/\epsilon_\infty$. If it acts on the polarization of the soft mode alone, with the same $\beta$, the permittivity is 191, a drop of 39\%. The biased crystal is no longer cubic. The relation then applies to motion and polarization along the field, here taken along a cubic axis, and no longer to all directions alike.

\subsection{Comparison with real dielectrics}

Bulk strontium titanate at room temperature has a static permittivity of roughly 300 and a highest longitudinal phonon near 0.1 eV, so the model lies in the right regime, although its 817 cm$^{-1}$ is about 3\% above the value near 795 cm$^{-1}$ usually measured. Since its inputs are rough values for the same material, this is a check of consistency and not a prediction. Of the effects sized here, bias and temperature move the static permittivity most, by 42\% and 27\% for the stated conditions. At fixed strain they leave (\ref{main}) valid along the relevant axis, but they make it wrong to combine a permittivity from one state with frequencies from another. Thin films also have interfaces, defects and strain, which this model does not size. Mobile carriers add a further response, which is strongest at low frequency but at high carrier density can extend above the phonon frequencies, so the product over the phonon frequencies alone no longer gives the permittivity.

For use in a transport calculation on a cubic insulating dielectric with weak damping, the conclusion is this: insert all frequencies of one state, at the temperature of interest, into the product (\ref{recall}), and take the oscillator strengths $\Omega_j^2$, where they are needed, from (\ref{strength}). These are the residues of $\epsilon$ at its poles, and they do not measure how strongly an electron couples to a mode. In the bulk the electron feels $1/\epsilon$, whose poles are the longitudinal modes. The difference $1/\epsilon_\infty-1/\epsilon(0)$ is a sum of terms $2/[\omega_{Ll}\,\epsilon'(\omega_{Ll})]$, where $\epsilon'=d\epsilon/d\omega$. In the example these terms have shares 0.002, 0.156 and 0.842, although mode 1 carries 98\% of the ionic static permittivity. At a planar interface between a thick dielectric and a channel of permittivity $\epsilon_s$, without screening by carriers, the modes solve $\epsilon(\omega)=-\epsilon_s$. For $\epsilon_s=11.7$ they lie at 172, 373 and 590 cm$^{-1}$, in neither list. Under a strong bias along a cubic axis the permittivities along and across the field differ. Each then needs its own set of frequencies, and a single scalar $\epsilon(\omega)$ is no longer sufficient. The numerical output below lists the inputs and the main results.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant: 0.39 nm; eps_inf: 5.2
Born charges Sr, Ti, O axis, O side, O side (e): 2.5  7.2  -5.7  -2.0  -2.0
masses in the same order (u): 87.6  47.9  16.0  16.0  16.0
coupling constant C: 8.2952e+05 u cm^-2
TO frequencies (cm^-1): 90.0  175.0  545.0
silent mode (cm^-1): 265.0
mode strengths |Omega_j| (cm^-1): 1571.5  336.5  687.9
contributions to static permittivity: 304.90  3.70  1.59
LO frequencies (cm^-1): 171.98  475.76  817.04
LO energies (meV): 21.3  59.0  101.3
static permittivity from force balance: 315.40
eps_static/eps_inf: 60.6530
product of LO^2/TO^2: 60.6530
rank pairing, (LO/TO)^2 for LO1..3: 3.6514  7.3909  2.2474
LO1 weight on TO1, TO2, TO3: 0.049  0.951  0.000
LO2 weight on TO1, TO2, TO3: 0.347  0.020  0.633
LO3 weight on TO1, TO2, TO3: 0.604  0.030  0.366
overlap partners of LO1..3: TO 2 3 1
overlap pairing, (LO/TO)^2 for LO1..3: 0.9658  0.7620  82.4132
product, overlap pairing: 60.6530
fictitious masses Sr, Ti, O (u): 40.0  90.0  25.0
fictitious masses, rank (LO/TO)^2: 7.9942  3.3610  2.2574
fictitious masses, product: 60.6530
damping widths (cm^-1): 20.0  5.0  20.0
damped, product from complex moduli: 60.6530
damped, peaks of Im eps (cm^-1): 89.44  174.97  544.90
damped, peaks of Im(-1/eps) (cm^-1): 171.61  475.67  816.97
damped, product from peak readings: 61.157
error of peak readings: 0.83 %
retardation: q as part of zone boundary: 1.0 %
retardation: relative drop of TO1: 7.51e-05
reference, use, Curie temperature (K): 300 400 40
hot TO1: 105.9 cm^-1; hot eps_static: 230.7
hot LO frequencies (cm^-1): 172.42  476.89  818.19
bias: 0.5 V on 10 nm = 0.50 MV/cm
quartic coefficient beta: 7.0e+09 V m^5 C^-3
polarization under bias: 11.19 uC/cm2
small-signal eps_static under bias: 182.5
TO1 under bias: 119.8 cm^-1
LO under bias (cm^-1): 172.86  478.02  819.36
product under bias: 35.103
\end{verbatim}
